**Drude reflectance of liquid silicon at 633 nm**

For plasma energy `Ep` = 17 eV and relaxation time `tau` = 0.22 fs, the program finds a normal-incidence reflectance `R` = 0.742 for a thick, flat melt in vacuum. Here `E` is the photon energy, `G` = ħ/`tau` the damping energy, `eps` the relative permittivity, `N` = `n` + i`kappa` the complex index, and `delta` the depth over which the heating falls by a factor e. The program asserts that the Drude permittivity agrees with a time integration of the driven electron's motion. It also asserts that the index, reflectance, absorbed fraction and share of heat released within `delta` agree with a numerical solution of the wave equation through the melt. The single-layer formula is tested in the same way for melt on solid silicon and for oxide on melt, and the low-frequency estimate is tested at a small photon energy. The output shows `delta` = 9.0 nm and a rise in reflectance from about 0.41 for hot solid silicon, whose index is a rough input, to about 0.74 for a thick melt. Of the trial changes to the thick-melt model, a 10% change in `tau` shifts `R` the most, by just under 0.02.

## Verification by program

```python
"""
Result under test: a Drude metal with plasma energy 17 eV and relaxation
time 0.22 fs (a model of liquid silicon) reflects about 0.74 of 633 nm
light at normal incidence from vacuum.

Symbols: E photon energy, G = hbar/tau damping energy, Ep plasma energy,
eps relative permittivity, N = n + i*kappa complex refractive index,
k0 vacuum wavenumber, delta depth at which the heating falls to 1/e.
Time factor exp(-i*omega*t). Energies in eV, lengths in nm, times in fs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson

wavelength = 633.0
plasma_energy = 17.0
tau = 0.22
hbar = const.hbar / const.e * 1e15          # eV fs
photon = const.h * const.c / const.e * 1e9 / wavelength
damping = hbar / tau
k0 = 2 * np.pi / wavelength


def drude(E, Ep, G, background=1.0):
    return background - Ep**2 / (E**2 + 1j * E * G)


def reflectance(eps):
    N = np.sqrt(complex(eps))
    return abs((1 - N) / (1 + N))**2


def layer_reflectance(N1, thickness, N2):
    """One layer of index N1 between vacuum and a substrate of index N2."""
    r01 = (1 - N1) / (1 + N1)
    r12 = (N1 - N2) / (N1 + N2)
    p = np.exp(2j * k0 * N1 * thickness)
    return abs((r01 + r12 * p) / (1 + r01 * r12 * p))**2


def integrate_wave(eps, thickness, field, slope):
    """Integrate E'' = -k0^2 eps E from the back of a layer to its front."""
    def rhs(z, y):
        return [y[1], -k0**2 * eps * y[0]]
    return solve_ivp(rhs, (thickness, 0.0),
                     np.array([field, slope], dtype=complex),
                     method="DOP853", rtol=1e-10, atol=1e-13,
                     max_step=1.0, dense_output=True)


def split_waves(solution):
    """Incident and reflected amplitudes in vacuum at the front face."""
    field, slope = solution.y[:, -1]
    return ((field + slope / (1j * k0)) / 2,
            (field - slope / (1j * k0)) / 2)


# Values from the derived formulas
denominator = photon**2 + damping**2
eps1 = 1 - plasma_energy**2 / denominator
eps2 = plasma_energy**2 * damping / (photon * denominator)
modulus = np.hypot(eps1, eps2)
n = np.sqrt((modulus + eps1) / 2)
kappa = np.sqrt((modulus - eps1) / 2)
numerator_R = (n - 1)**2 + kappa**2
denominator_R = (n + 1)**2 + kappa**2
R = numerator_R / denominator_R
delta = wavelength / (4 * np.pi * kappa)
eps = eps1 + 1j * eps2
N_melt = n + 1j * kappa

# Permittivity from the driven electron's motion in time
omega = photon / hbar
omega_p = plasma_energy / hbar
period = 2 * np.pi / omega
times = 6 * period + np.arange(400) * period / 400
motion = solve_ivp(
    lambda t, y: [y[1], -y[1] / tau + omega_p**2 * np.cos(omega * t)],
    (0, 7 * period), [0.0, 0.0], t_eval=times,
    method="DOP853", rtol=1e-10, atol=1e-10)
eps_motion = 1 + 2 * np.mean(motion.y[0] * np.exp(1j * omega * times))
assert abs(eps_motion - eps) < 1e-5 * abs(eps)

# Index, reflectance and heating from the wave equation in a deep melt.
# The field is set to zero at 200 nm, where its echo is negligible.
depth = 200.0
wave = integrate_wave(eps_motion, depth, 0.0, 1.0)
incident, reflected = split_waves(wave)
R_wave = abs(reflected / incident)**2
N_wave = wave.y[1, -1] / (1j * k0 * wave.y[0, -1])
assert abs(N_wave - N_melt) < 1e-4
assert abs(R_wave - R) < 1e-5


def heat_to(limit):
    z = np.linspace(0, limit, 4001)
    intensity = abs(wave.sol(z)[0] / incident)**2
    return k0 * eps_motion.imag * simpson(intensity, x=z)


absorbed = heat_to(depth)
heat_share = heat_to(delta) / absorbed
assert abs(absorbed - (1 - R)) < 1e-5
assert abs(heat_share - (1 - np.exp(-1))) < 1e-4
assert abs(R - 0.74) < 0.005

# Layer formula against the wave equation: melt on solid, oxide on melt
N_solid = 4.5 + 0.3j                         # rough, hot solid silicon
N_oxide = 1.46                               # rough
oxide_thickness = 2.0
for N1, d, N2 in [(N_melt, 20.0, N_solid),
                  (N_oxide, oxide_thickness, N_melt)]:
    layer = integrate_wave(N1**2, d, 1.0, 1j * k0 * N2)
    a_in, a_out = split_waves(layer)
    assert abs(abs(a_out / a_in)**2 - layer_reflectance(N1, d, N2)) < 1e-7

# Low-frequency estimate: sound at small photon energy, poor at 633 nm
def low_frequency_R(E):
    return 1 - 2 * np.sqrt(2 * E * damping) / plasma_energy


E_small = 0.001
loss_small = 1 - reflectance(drude(E_small, plasma_energy, damping))
assert abs((1 - low_frequency_R(E_small)) / loss_small - 1) < 0.02
assert abs(low_frequency_R(photon) - R) > 0.05
R_weak = reflectance(drude(photon, plasma_energy, damping / 100))
assert R_weak > 0.99

# Electron gas behind the plasma energy
omega_p_SI = plasma_energy * const.e / const.hbar
density = const.epsilon_0 * const.m_e * omega_p_SI**2 / const.e**2
resistivity = 1 / (const.epsilon_0 * omega_p_SI**2 * tau * 1e-15)
k_F = (3 * np.pi**2 * density)**(1 / 3)
v_F = const.hbar * k_F / const.m_e
fermi_energy = const.m_e * v_F**2 / 2 / const.e
free_path = v_F * tau * 1e-15 * 1e9
mass_density, molar_mass, temperature = 2.5, 28.09, 1700.0
atoms = mass_density / molar_mass * const.N_A * 1e6
spacing = atoms**(-1 / 3) * 1e9
Ep_valence = const.hbar / const.e * np.sqrt(
    4 * atoms * const.e**2 / (const.epsilon_0 * const.m_e))
thermal_ratio = const.k * temperature / const.e / fermi_energy
assert abs(Ep_valence / plasma_energy - 1) < 0.05

# Sizes of neglected effects
R_solid = reflectance(N_solid**2)
films = {d: layer_reflectance(N_melt, d, N_solid) for d in (10, 20, 50)}
assert abs(films[50] - R) < 0.005
R_oxide = layer_reflectance(N_oxide, oxide_thickness, N_melt)
R_background = reflectance(drude(photon, plasma_energy, damping, 2.0))
R_tau = [reflectance(drude(photon, plasma_energy, damping / f))
         for f in (0.9, 1.1)]
R_Ep = [reflectance(drude(photon, plasma_energy * f, damping))
        for f in (0.97, 1.03)]
assert R_tau[0] < R < R_tau[1] and R_Ep[0] < R < R_Ep[1]

print(f"wavelength: {wavelength:.0f} nm")
print(f"plasma energy: {plasma_energy:.1f} eV")
print(f"relaxation time: {tau:.2f} fs")
print(f"photon energy E: {photon:.4f} eV")
print(f"damping energy G: {damping:.4f} eV")
print(f"omega tau = E/G: {photon / damping:.4f} (no unit)")
print(f"E^2 + G^2: {denominator:.3f} eV^2")
print(f"eps1: {eps1:.3f} (no unit)")
print(f"eps2: {eps2:.3f} (no unit)")
print(f"modulus of eps: {modulus:.3f} (no unit)")
print(f"eps from electron motion: {eps_motion:.3f} (no unit)")
print(f"n: {n:.4f} (no unit)")
print(f"kappa: {kappa:.4f} (no unit)")
print(f"(n-1)^2 + kappa^2: {numerator_R:.3f} (no unit)")
print(f"(n+1)^2 + kappa^2: {denominator_R:.3f} (no unit)")
print(f"reflectance R, formula: {R:.4f} (no unit)")
print(f"reflectance R, wave equation: {R_wave:.4f} (no unit)")
print(f"reflectance R in percent: {100 * R:.1f} %")
print(f"absorbed fraction from heating integral: {absorbed:.4f} (no unit)")
print(f"absorption depth delta: {delta:.2f} nm")
print(f"share of heat within delta: {heat_share:.4f} (no unit)")
print(f"R with tau 100 times longer: {R_weak:.4f} (no unit)")
print(f"R from low-frequency estimate: {low_frequency_R(photon):.4f} (no unit)")
print(f"electron density: {density * 1e-6:.3e} cm^-3")
print(f"dc resistivity of model: {resistivity * 1e8:.1f} uOhm cm")
print(f"rough liquid density used: {mass_density:.1f} g/cm3")
print(f"molar mass used: {molar_mass:.2f} g/mol")
print(f"plasma energy from 4 electrons per atom: {Ep_valence:.2f} eV")
print(f"Fermi energy: {fermi_energy:.2f} eV")
print(f"mean free path: {free_path:.3f} nm")
print(f"atomic spacing: {spacing:.3f} nm")
print(f"mean free path / delta: {free_path / delta:.4f} (no unit)")
print(f"rough melt temperature used: {temperature:.0f} K")
print(f"kT / Fermi energy: {thermal_ratio:.4f} (no unit)")
print(f"rough index of hot solid: {N_solid:.1f} (no unit)")
print(f"R of hot solid: {R_solid:.3f} (no unit)")
for d, value in films.items():
    print(f"R of {d} nm melt on hot solid: {value:.4f} (no unit)")
print(f"rough oxide index: {N_oxide:.2f} (no unit)")
print(f"R with {oxide_thickness:.0f} nm oxide: {R_oxide:.4f} (no unit)")
print(f"R with background permittivity 2: {R_background:.4f} (no unit)")
print(f"R with tau -10%, +10%: {R_tau[0]:.4f}, {R_tau[1]:.4f} (no unit)")
print(f"R with Ep -3%, +3%: {R_Ep[0]:.4f}, {R_Ep[1]:.4f} (no unit)")
print("all good")
```

Printed output:

```
wavelength: 633 nm
plasma energy: 17.0 eV
relaxation time: 0.22 fs
photon energy E: 1.9587 eV
damping energy G: 2.9919 eV
omega tau = E/G: 0.6547 (no unit)
E^2 + G^2: 12.788 eV^2
eps1: -21.600 (no unit)
eps2: 34.521 (no unit)
modulus of eps: 40.722 (no unit)
eps from electron motion: -21.600+34.521j (no unit)
n: 3.0921 (no unit)
kappa: 5.5822 (no unit)
(n-1)^2 + kappa^2: 35.538 (no unit)
(n+1)^2 + kappa^2: 47.906 (no unit)
reflectance R, formula: 0.7418 (no unit)
reflectance R, wave equation: 0.7418 (no unit)
reflectance R in percent: 74.2 %
absorbed fraction from heating integral: 0.2582 (no unit)
absorption depth delta: 9.02 nm
share of heat within delta: 0.6321 (no unit)
R with tau 100 times longer: 0.9965 (no unit)
R from low-frequency estimate: 0.5972 (no unit)
electron density: 2.096e+23 cm^-3
dc resistivity of model: 77.0 uOhm cm
rough liquid density used: 2.5 g/cm3
molar mass used: 28.09 g/mol
plasma energy from 4 electrons per atom: 17.19 eV
Fermi energy: 12.87 eV
mean free path: 0.468 nm
atomic spacing: 0.265 nm
mean free path / delta: 0.0519 (no unit)
rough melt temperature used: 1700 K
kT / Fermi energy: 0.0114 (no unit)
rough index of hot solid: 4.5+0.3j (no unit)
R of hot solid: 0.407 (no unit)
R of 10 nm melt on hot solid: 0.6434 (no unit)
R of 20 nm melt on hot solid: 0.7302 (no unit)
R of 50 nm melt on hot solid: 0.7439 (no unit)
rough oxide index: 1.46 (no unit)
R with 2 nm oxide: 0.7404 (no unit)
R with background permittivity 2: 0.7362 (no unit)
R with tau -10%, +10%: 0.7234, 0.7580 (no unit)
R with Ep -3%, +3%: 0.7349, 0.7484 (no unit)
all good
```
